# Single-Photon Scattering by a Two-Level Emitter in a Waveguide

A photon travels along a waveguide that carries a single transverse mode, and on its way it meets one two-level emitter. The photon can pass, turn back, or be scattered out of the guide. The emitter is far smaller than the wavelength and has only one excited state to offer, yet it can stop the photon completely. The question is how it does so, and how much light leaks through when the emitter can also decay by other routes.

Let \(\omega_0\) be the transition frequency of the emitter and \(\omega\) the frequency of the photon, both angular, and set \(\hbar=1\). Close to resonance the dispersion of the guide may be taken as linear, with group speed \(v\). Wave numbers are counted from an origin chosen so that a right-moving wave of frequency \(\omega\) reads \(e^{i\omega x/v}\) and a left-moving one \(e^{-i\omega x/v}\). This choice removes a fixed carrier phase factor from each field, which equals one at the emitter, \(x=0\).

The other decay routes are represented by a third field, which travels one way, at speed \(v_b\), along a coordinate of its own, also called \(x\). It brings nothing in and carries lost photons away. If there are several such routes, each adds a term of the same form to the equations below, so one is enough. In the rotating-wave approximation, which keeps the terms that exchange one photon for one excitation, the Hamiltonian is

\[
\begin{aligned}
H={}&\omega_0\sigma_+\sigma_-+\int dx\,\bigl[a_R^\dagger(-iv\partial_x)a_R+a_L^\dagger(iv\partial_x)a_L+b^\dagger(-iv_b\partial_x)b\bigr]\\
&+\int dx\,f(x)\bigl[\sigma_+\bigl(Va_R+Va_L+V_b b\bigr)+\text{h.c.}\bigr].
\end{aligned}
\]

The operators \(a_R\), \(a_L\) and \(b\) remove a photon at \(x\), and \(\sigma_+\) excites the emitter. The couplings \(V\) and \(V_b\) are real and do not vary over the line, and \(V\) is the same for both directions in the guide. The profile \(f(x)\) has unit area and is confined to a zone much shorter than \(v/\omega\) and \(v_b/\omega\). It stands in place of a delta function because the fields will turn out to jump at the emitter, and the value of a field at its own jump needs a definition.

This Hamiltonian conserves the number of excitations. With one photon sent in, the general state is therefore

\[
|\psi\rangle=\int dx\,\bigl[\varphi_R(x)a_R^\dagger+\varphi_L(x)a_L^\dagger+\varphi_b(x)b^\dagger\bigr]|0\rangle+e\,\sigma_+|0\rangle ,
\]

where \(|0\rangle\) has no photons and the emitter in its ground state. For a photon of sharp frequency we need \(H|\psi\rangle=\omega|\psi\rangle\). Comparing the coefficients of the four kinds of basis state gives

\[
\begin{aligned}
-iv\varphi_R'+Vf e&=\omega\varphi_R, & \qquad iv\varphi_L'+Vf e&=\omega\varphi_L,\\
-iv_b\varphi_b'+V_bf e&=\omega\varphi_b, & \qquad \int dx\,f\,\bigl[V(\varphi_R+\varphi_L)+V_b\varphi_b\bigr]&=\Delta\,e,
\end{aligned}
\]

with the detuning \(\Delta=\omega-\omega_0\).

Take the right-moving field first and write \(\varphi_R=e^{i\omega x/v}u_R(x)\). The derivative of the exponential cancels \(\omega\varphi_R\), and what remains is \(-ivu_R'=-Vfe\,e^{-i\omega x/v}\). Inside the short coupling zone the last exponential is close to one. Hence \(u_R'=-i(Ve/v)f\). Let \(F(x)=\int_{-\infty}^{x}f(x')\,dx'\), which rises from 0 to 1 across the zone. With an incident wave of unit amplitude from the left,

\[
u_R(x)=1-\frac{iVe}{v}F(x),\qquad t=u_R(+\infty)=1-\frac{iVe}{v}.
\]

For the left-moving field, \(\varphi_L=e^{-i\omega x/v}u_L\) gives \(u_L'=+i(Ve/v)f\). Nothing comes in from the right, so \(u_L(+\infty)=0\), and integrating back from there yields

\[
u_L(x)=-\frac{iVe}{v}\,[1-F(x)],\qquad r=u_L(-\infty)=-\frac{iVe}{v}.
\]

The loss field obeys the same equation as the right-moving one, but without an incident wave, so \(u_b(x)=-i(V_be/v_b)F(x)\).

Already at this point \(t=1+r\). The emitter radiates the same amplitude \(-iVe/v\) in both directions. To the left this is the whole reflected wave. To the right it is added to the incident wave, and the transmitted light is the sum of the two.

The emitter equation requires the fields averaged over the profile. Since \(f=F'\),

\[
\int f F\,dx=\Bigl[\tfrac12F^2\Bigr]_{-\infty}^{\infty}=\tfrac12,\qquad \int f(1-F)\,dx=1-\tfrac12=\tfrac12 .
\]

The emitter thus sees the mean of the field values on its two sides, whatever the shape of the narrow profile. Inserting the three fields, we find

\[
V\Bigl(1-\frac{iVe}{2v}-\frac{iVe}{2v}\Bigr)-\frac{iV_b^2e}{2v_b}=\Delta e
\quad\Longrightarrow\quad
e=\frac{V}{\Delta+iV^2/v+iV_b^2/(2v_b)} .
\]

The two imaginary terms describe the action of the emitter's own radiation back on itself. To express them through measurable rates, consider an emitter that starts excited with no photon present. Its radiated fields within the zone are the ones just found without the incident wave, with \(e\) now depending on time; this holds because \(e\) hardly changes while light crosses the zone. The emitter equation becomes

\[
i\dot e=\omega_0e-\frac{i}{2}\Bigl(\frac{2V^2}{v}+\frac{V_b^2}{v_b}\Bigr)e .
\]

The excited population \(|e|^2\) therefore decays at the rate \(\Gamma_{\rm tot}=\Gamma+\gamma'\), where

\[
\Gamma=\frac{2V^2}{v},\qquad \gamma'=\frac{V_b^2}{v_b}.
\]

The photon flux leaving to the right is \(v|Ve/v|^2=(V^2/v)|e|^2=(\Gamma/2)|e|^2\), and the flux to the left is equal to it. So \(\Gamma\) is the decay rate into the guide counting both directions, and \(\gamma'\) is the rate into everything else. The fraction of spontaneously emitted photons that enter the guide is

\[
\beta=\frac{\Gamma}{\Gamma+\gamma'} .
\]

In these terms \(e=V/(\Delta+i\Gamma_{\rm tot}/2)\), and with \(V^2/v=\Gamma/2\) the amplitudes are

\[
r=-\frac{i\Gamma/2}{\Delta+i\Gamma_{\rm tot}/2},\qquad
t=1+r=\frac{\Delta+i\gamma'/2}{\Delta+i\Gamma_{\rm tot}/2}.
\]

The probabilities follow by comparing outgoing fluxes with the incident flux \(v\). For the guide they are \(T=|t|^2\) and \(R=|r|^2\). The lost share is \(L=(v_b/v)\,|V_be/v_b|^2=(V_b^2/v_b)\,|e|^2/v\), and since \(|e|^2/v=(\Gamma/2)/(\Delta^2+\Gamma_{\rm tot}^2/4)\),

\[
T=\frac{\Delta^2+\gamma'^2/4}{\Delta^2+\Gamma_{\rm tot}^2/4},\qquad
R=\frac{\Gamma^2/4}{\Delta^2+\Gamma_{\rm tot}^2/4},\qquad
L=\frac{\Gamma\gamma'/2}{\Delta^2+\Gamma_{\rm tot}^2/4}.
\]

The numerators add up to \(\Delta^2+(\Gamma^2+2\Gamma\gamma'+\gamma'^2)/4=\Delta^2+\Gamma_{\rm tot}^2/4\), so \(T+R+L=1\), as it must be.

To locate the minimum of \(T\), subtract the numerator from the denominator and use \(\gamma'=(1-\beta)\Gamma_{\rm tot}\). The difference is \([1-(1-\beta)^2]\Gamma_{\rm tot}^2/4=\beta(2-\beta)\Gamma_{\rm tot}^2/4\), and therefore

\[
T=1-\beta(2-\beta)\,\frac{\Gamma_{\rm tot}^2/4}{\Delta^2+\Gamma_{\rm tot}^2/4}.
\]

For \(\beta>0\) the subtracted term is largest at \(\Delta=0\) and falls steadily on both sides. The dip has half its depth at \(\Delta=\pm\Gamma_{\rm tot}/2\), so its full width is \(\Gamma_{\rm tot}\). At its bottom \(t=\gamma'/\Gamma_{\rm tot}=1-\beta\) and \(r=-\Gamma/\Gamma_{\rm tot}=-\beta\), which gives

\[
T_{\min}=(1-\beta)^2,\qquad R=\beta^2,\qquad L=2\beta(1-\beta).
\]

If the guide is the only way out, \(\gamma'=0\) and \(\beta=1\), the photon is totally reflected on resonance. Nothing is absorbed for good in that case. The forward-scattered wave has amplitude \(-1\) and cancels the incident wave beyond the emitter, and the energy leaves with the backward wave, since there is no other left-moving wave that could cancel it. With other channels open, the forward-scattered amplitude shrinks to \(-\beta\), and the cancellation leaves the remainder \(1-\beta\). The square in \(T_{\min}\) arises because amplitudes are subtracted first and the result is squared afterwards.

The opposite limit, a weakly coupled emitter with \(\beta\ll1\), looks quite different. To leading order the dip has depth \(1-T_{\min}\approx2\beta\), while \(R=\beta^2\) is of second order. Nearly all the missing light has then gone into the other channels, and the emitter acts as a weak absorber rather than a mirror. The loss \(2\beta(1-\beta)\) peaks at \(\beta=1/2\), where it equals one half, and the other half is shared equally between transmission and reflection.

For a numerical case take the round values \(\Gamma=1.8\ \mathrm{ns^{-1}}\) and \(\gamma'=0.2\ \mathrm{ns^{-1}}\). Then \(\Gamma_{\rm tot}=2.0\ \mathrm{ns^{-1}}\) and \(\beta=1.8/2.0=0.9\). The excited state lives for \(1/\Gamma_{\rm tot}=0.5\) ns, and the dip has a full width of \(2.0/(2\pi)=0.318\) GHz in ordinary frequency. On resonance \(t=0.1\) and \(r=-0.9\), so that

\[
T=0.1^2=0.01,\qquad R=0.9^2=0.81,\qquad L=2(0.9)(0.1)=0.18 .
\]

One emitted photon in ten misses the guide, yet the transmission is one percent, not ten, and the loss is 18 percent. At \(\Delta=1.0\ \mathrm{ns^{-1}}\), half the linewidth away, the common denominator is \(1.0+1.0=2.0\ \mathrm{ns^{-2}}\). The shares become \(T=1.01/2.0=0.505\), \(R=0.81/2.0=0.405\) and \(L=0.18/2.0=0.09\). Reflection and loss have both halved, as they must, since they share the same Lorentzian.

These results can be compared with a model that does not assume them. Let the guide be a long chain of sites between which a photon hops, with the emitter attached to the middle site and also to the end of a second chain, which plays the part of the loss channel. A photon packet is sent in and followed in time, and \(t\) and \(r\) are read off from the outgoing packets. The numerical output shows that on resonance the chain reproduces \(T=0.0100\) and \(R=0.8100\) to the digits given. At \(\Delta=1.0\ \mathrm{ns^{-1}}\) it gives \(T=0.504\) against the 0.505 of the formula. The chain has bands of finite width, so exact agreement off resonance is not expected. Of the difference of 0.0010, about 0.0008 comes from the band of the loss chain, which shifts the emitter level by an amount proportional to the detuning. With a decay rate ten times smaller against the hopping, the difference falls to 0.0001. Free decay in the same model gives the expected total rate to within one percent and a guide share of 0.90 for \(\beta=0.9\).

The formulas hold for a photon of sharp frequency. A real pulse is a superposition of frequencies, each of which scatters with its own \(t(\omega)\). Waves of different frequency are orthogonal, so the probability of finding the photon beyond the emitter is the average of \(T\) over the pulse spectrum. It is convenient to write

\[
T=(1-\beta)^2+\beta(2-\beta)\,\frac{\Delta^2}{\Delta^2+\Gamma_{\rm tot}^2/4},
\]

which follows from the previous form of \(T\) by replacing the Lorentzian with one minus the last fraction. For \(\beta=1\) and a narrow spectrum centred on resonance, the fraction is about \(4\Delta^2/\Gamma_{\rm tot}^2\), so the mean transmission is about \(4s^2/\Gamma_{\rm tot}^2\), where \(s\) is the standard deviation of the spectral intensity. This estimate needs a spectrum whose tails fall off fast, as a Gaussian's do. A photon with an exponentially decaying envelope has a Lorentzian spectrum with no finite \(s\). For full width \(w\) and \(\beta=1\) its mean transmission on resonance is \(w/(w+\Gamma_{\rm tot})\), linear in the width, which is 0.105 for \(w=0.118\,\Gamma_{\rm tot}\), the full width of the Gaussian considered next. With \(s=0.05\,\Gamma_{\rm tot}\) this estimate gives 0.010, and the full average for a Gaussian spectrum is 0.0097. For \(\beta=0.9\) the mean is \(0.01+0.99\times0.0097=0.0196\), almost twice the monochromatic minimum, although the spectrum is much narrower than the line. With \(s=0.5\,\Gamma_{\rm tot}\) even the lossless emitter lets 34 percent of the pulse through, and the packet on the chain does the same. Total reflection is thus a statement about spectrally narrow pulses. Such pulses are necessarily long, but a long pulse whose frequency is swept can have a wide spectrum and then leaks accordingly. A slow wandering of \(\omega_0\) from one photon to the next has a similar effect, because it too averages \(T\) over \(\Delta\) and lifts the observed minimum above \((1-\beta)^2\). Fast fluctuations, known as pure dephasing, are not a decay route and are absent from the Hamiltonian above. If they add a rate \(\gamma^*\) to the decay rate \(\Gamma_{\rm tot}/2\) of the emitter's coherence, then under weak steady illumination the dip widens to \(\Gamma_{\rm tot}+2\gamma^*\) and its depth shrinks by the factor \(\Gamma_{\rm tot}/(\Gamma_{\rm tot}+2\gamma^*)\). For \(\beta=0.9\) and \(\gamma^*=0.05\,\Gamma_{\rm tot}\) the minimum rises from 0.01 to 0.10. The depth of a measured dip therefore gives \(\beta\) through \((1-\beta)^2\) only when the line is lifetime limited.

Equal coupling to the two directions is just as essential. Suppose the couplings are \(V_R\) and \(V_L\), with decay rates \(\Gamma_R=V_R^2/v\) and \(\Gamma_L=V_L^2/v\). The incident wave now drives the emitter through \(V_R\), and the emitter equation reads

\[
V_R-\frac{i}{2}\bigl(\Gamma_R+\Gamma_L+\gamma'\bigr)e=\Delta e
\quad\Longrightarrow\quad
e=\frac{V_R}{\Delta+i\Gamma_{\rm tot}/2},
\]

with \(\Gamma_{\rm tot}=\Gamma_R+\Gamma_L+\gamma'\). The transmitted amplitude is \(t=1-iV_Re/v\), which on resonance becomes

\[
t=1-\frac{2\Gamma_R}{\Gamma_{\rm tot}} .
\]

For \(\Gamma_R=\Gamma_L=\Gamma/2\) this is \(1-\beta\) again. If instead the emitter couples to right-moving light alone and has no other losses, then \(\Gamma_R=\Gamma_{\rm tot}\) and \(t=-1\). The photon passes with certainty and acquires a change of sign. The scattered wave now has amplitude \(-2\), so it overcompensates the incident wave instead of cancelling it. Complete cancellation requires \(\Gamma_R=\Gamma_{\rm tot}/2\), and for the photon to be reflected rather than lost, the other half of the decay must go entirely into the left-moving mode.

Finally, the calculation covers one photon at a time. While the emitter is excited it cannot take up a second photon, so the amplitudes found here do not describe two photons that arrive within a lifetime of each other.

## Computed values

```
WORKED EXAMPLE
decay rate into guide      = 1.8 1/ns
decay rate elsewhere       = 0.2 1/ns
total decay rate           = 2.0 1/ns
beta                       = 0.900
excited-state lifetime     = 0.500 ns
linewidth (FWHM)           = 0.3183 GHz
resonant amplitude t       = 0.100 (no unit)
resonant amplitude r       = -0.900 (no unit)
Detuning table, beta = 0.9 (probabilities; sim = chain model)
D (1/ns)  T        R        lost     T sim    R sim
  0.0     0.0100   0.8100   0.1800   0.0100   0.8100
  1.0     0.5050   0.4050   0.0900   0.5040   0.4058
  2.0     0.8020   0.1620   0.0360   0.8011   0.1628
Resonance table (probabilities; sim = chain model)
beta   T        R        lost     T sim    R sim
1.0    0.0000   1.0000   0.0000   0.0000   1.0000
0.9    0.0100   0.8100   0.1800   0.0100   0.8100
0.5    0.2500   0.2500   0.5000   0.2500   0.2500
Free decay in chain model
beta 1.0: rate/expected = 1.0000, guide share = 1.0000
beta 0.9: rate/expected = 1.0017, guide share = 0.9015
beta 0.5: rate/expected = 1.0085, guide share = 0.5042
Resonant Gaussian pulse, mean transmission (probability)
spectral std is that of the intensity, in total decay rates
std 0.05: beta 1.0 -> 0.0097, beta 0.9 -> 0.0196
std 0.50: beta 1.0 -> 0.3443, beta 0.9 -> 0.3509
chain model, std 0.50: beta 1.0 -> 0.3442, beta 0.9 -> 0.3502
```
